Does oxygen cross a 2 nm high-k film in five seconds?

**Question.** A high-k oxide film 2 nm thick lies on a semiconductor and is annealed for five seconds in a gas that supplies oxygen. The oxygen diffusivity in the film at the anneal temperature is about 4 × 10⁻¹⁵ cm²/s. Does oxygen get through to the lower interface, how much of it, and how does the answer change with thickness, time and diffusivity?

**Answer.** Diffusion has no sharp front, so "gets through" must be given a meaning before it can be estimated. Three meanings are useful here: the typical displacement of an atom, the chance that an atom has reached the interface, and the flux that a steady supply drives into the interface. All three depend on the same dimensionless number.

The model is one-dimensional. The film is uniform, without fast paths such as grain boundaries, and the temperature is constant, with heating and cooling neglected. Electric forces on the oxygen are neglected too. For ions this requires the ionic charge times the voltage across the film to be well below k_BT, which is 0.09 eV at 1000 K. With doubly charged ions at that temperature, 0.1 V across the film would change the mean crossing time found below from 5.0 s to 2.6 s or 13 s, depending on the direction of the field. Let x be the depth below the top surface, L the film thickness, t the anneal time and D the diffusivity. Nanometres and seconds suit the problem better than atomic units. Since 1 cm² = 10¹⁴ nm²,

D = 4 × 10⁻¹⁵ cm²/s = 0.40 nm²/s.

**How far an atom wanders**

Let an oxygen atom hop a distance a up or down, each at rate k. In a short time dt it moves from x to x + a with probability k dt, and to x − a with the same probability. The mean of x² therefore changes at the rate

d⟨x²⟩/dt = k⟨(x + a)² + (x − a)² − 2x²⟩ = 2ka².

The terms linear in a cancel because the two directions are equally likely. The concentration c at a site gains atoms from both neighbours and loses them to both:

∂c/∂t = k[c(x + a) + c(x − a) − 2c(x)].

If c varies slowly over one hop, a Taylor expansion gives c(x ± a) ≈ c ± a ∂c/∂x + (a²/2) ∂²c/∂x². The first-order terms cancel again, and

∂c/∂t = D ∂²c/∂x², with D = ka².

For an atom that starts at x = 0 and meets no boundary, the first result becomes

⟨x²⟩ = 2Dt.

With the given values, √(2Dt) = √(2 × 0.40 × 5.0) nm = 2.0 nm. The root-mean-square displacement equals the film thickness. The length √(Dt), also called a diffusion length, is 1.4 nm. The two differ by a factor √2 of pure convention, which is enough to turn "just reaches" into "falls short". A firmer answer must include the boundaries.

To picture the motion, take a round hop length of 0.25 nm. Then k = D/a² = 6.4 per second in each direction, and the atom makes 2kt = 64 hops in five seconds. All in one direction, they would cover 16 nm; because they are random, the typical distance is √64 × 0.25 nm = 2.0 nm. The film is only eight such hops thick, so the continuum description is an estimate here. Details of the surface on the scale of one hop can change even the second digit: if the top site merely forbids upward hops, the mean crossing time is 5.6 s instead of the 5.0 s found below, and the fraction that has crossed after five seconds is 0.57 instead of 0.63.

**How long the crossing takes**

Now let the top surface reflect the atom and let the lower interface capture it on first arrival. Call T(x) the mean time to capture from depth x. During dt the atom moves by a random step ξ with ⟨ξ⟩ = 0 and ⟨ξ²⟩ = 2D dt. The time still needed is dt plus the mean time from the new position:

T(x) = dt + ⟨T(x + ξ)⟩ = dt + T(x) + D T″(x) dt.

Cancelling T(x) and dividing by dt leaves

D T″ = −1.

A reflecting surface is equivalent to a film continued as its own mirror image, so T is even about x = 0 and T′(0) = 0. At the interface T(L) = 0. One integration gives T′ = −x/D, and a second gives

T(x) = (L² − x²)/(2D).

An atom starting at the surface thus needs, on average,

T(0) = L²/(2D) = 4.0/(2 × 0.40) s = 5.0 s.

The mean arrival time equals the anneal time. It grows as the square of the thickness: a film twice as thick takes four times as long.

**What fraction has arrived**

A mean time does not say how many atoms have arrived by then. Let S(x,t) be the probability that an atom started at x has not yet been captured. Averaging over its first short step gives S(x,t + dt) = ⟨S(x + ξ,t)⟩, and expanding both sides as before gives

∂S/∂t = D ∂²S/∂x²,

with ∂S/∂x = 0 at x = 0, S = 0 at x = L, and S = 1 at t = 0 inside the film. A product cos(qx) exp(−Dq²t) satisfies the equation and the condition at x = 0. It vanishes at x = L if

q_m = (2m + 1)π/(2L), m = 0, 1, 2, …

We therefore write S = Σ A_m cos(q_m x) exp(−Dq_m²t). The product of two different cosines is half the sum of cosines with wave numbers q_m − q_n and q_m + q_n. Both are nonzero integer multiples of π/L, so their integrals from 0 to L vanish. For m = n the integral is L/2. Multiplying the initial condition S = 1 by cos(q_m x) and integrating therefore gives

A_m = (2/L) ∫₀ᴸ cos(q_m x) dx = 2 sin(q_m L)/(q_m L) = 4(−1)^m/[(2m + 1)π].

Define the dimensionless time

τ = Dt/L².

At x = 0 every cosine is 1, and Dq_m²t = (2m + 1)²π²τ/4. The arrived fraction P = 1 − S(0,t) is

P(τ) = 1 − (4/π) Σ_{m≥0} [(−1)^m/(2m + 1)] exp[−(2m + 1)²π²τ/4].

Here τ = 0.40 × 5.0/4.0 = 0.50. The first term of the sum gives an unarrived fraction (4/π) exp(−π²/8) = 0.371, and the full series agrees with it to five decimals. Hence

P = 0.63.

About 63% of the atoms that start at the surface, and cannot return to the gas, have reached the interface by the end of the anneal.

This is more than half, although the anneal lasts just the mean arrival time. The median shows why. Keeping the first term and setting the unarrived fraction to 1/2 gives exp(−π²τ/4) = π/8, so

t_median ≈ (4/π²) ln(8/π) L²/D = 3.8 s.

Half the atoms arrive before 3.8 s, while the exponential tail of late arrivals pulls the mean up to 5.0 s.

**When the anneal is too short**

For τ ≪ 1 many terms of the series matter, and another view is simpler. The reflected atom behaves like the absolute value of a free walker that is captured at +L or −L. Once a free walker has touched +L, it is equally likely to be found on either side of it later. The chance of having touched +L is therefore twice the chance of being beyond it at time t. Adding the same chance for −L gives four times the one-sided tail of the free distribution:

P ≈ 4 ∫_L^∞ exp[−x²/(4Dt)] dx/√(4πDt).

Nearly all of this integral comes from x close to L. There x² = L² + 2L(x − L) + (x − L)², and dropping the last term leaves a simple exponential whose integral is 2Dt/L times its value at L. The result is

P ≈ 4√(τ/π) exp[−1/(4τ)], τ ≪ 1.

Both approximations err upwards: walkers that touch both ends are counted twice, and the dropped square would have made the integrand smaller. At τ = 0.05 the formula gives 0.0034, against 0.0031 from the full series. The exponential factor matters most. Well below τ = 1/4 the arrived fraction collapses, and a modest error in D becomes a large error in P.

**What a steady supply delivers**

An annealing gas does not place one batch of atoms on the surface; it keeps supplying them, and atoms can also return to it. The 63% therefore does not apply to every atom that enters: from one hop below an open surface, an atom reaches the interface before it escapes with a chance of only a/L = 1/8. What counts now is the net flux. Suppose that it holds the mobile oxygen concentration just inside the surface at c₀, that the film contains no mobile oxygen at the start, and that the interface consumes every atom that reaches it. Then c = c₀ at x = 0 and c = 0 at x = L.

The steady profile is the straight line c₀(1 − x/L). The part still missing from it vanishes at both ends, so it is a sum of terms b_n sin(nπx/L) exp(−n²π²τ), with n = 1, 2, 3, … At t = 0 the whole line is missing. The sines are orthogonal with squared integral L/2, so

b_n = (2c₀/L) ∫₀ᴸ (1 − x/L) sin(nπx/L) dx.

Integrate by parts. The boundary term contributes L/(nπ) from x = 0 and nothing from x = L, and the remaining integral of cos(nπx/L) is zero. Hence b_n = 2c₀/(nπ), and

c = c₀[1 − x/L − Σ_{n≥1} (2/(nπ)) sin(nπx/L) exp(−n²π²τ)].

The flux into the interface is J = −D ∂c/∂x at x = L. Differentiating the sine gives (nπ/L) cos(nπ) = (nπ/L)(−1)^n, and the two minus signs combine to

J = (Dc₀/L)[1 + 2 Σ_{n≥1} (−1)^n exp(−n²π²τ)].

At τ = 1/2 the bracket is close to 1 − 2 exp(−π²/2) and equals 0.986. By the end of the anneal the flux is within 2% of its steady value.

The total amount delivered per area, Q, is the time integral of J. Since dt = (L²/D) dτ,

Q = c₀L{τ + Σ_{n≥1} [2(−1)^n/(n²π²)][1 − exp(−n²π²τ)]}.

The constant part of the sum follows from the series already in hand. At t = 0 it reads 1 − x/L = Σ (2/(nπ)) sin(nπx/L). Integrating from 0 to x gives

x − x²/(2L) = Σ [2L/(n²π²)][1 − cos(nπx/L)].

At x = L the left side is L/2. Averaged over the film, the left side is L/2 − L/6 = L/3 and the cosines drop out, so Σ 2L/(n²π²) = L/3. Subtracting the relation at x = L from this one gives Σ 2L(−1)^n/(n²π²) = L/3 − L/2 = −L/6. Therefore

Q = c₀L{τ − 1/6 − (2/π²) Σ_{n≥1} [(−1)^n/n²] exp(−n²π²τ)}.

At late times the exponentials vanish and Q = (Dc₀/L)[t − L²/(6D)]. Delivery then looks as if it had run at the steady rate from a start delayed by

L²/(6D) = 1.7 s.

This time lag is a third of the mean arrival time found earlier. The two answer different questions. The lag is the intercept of a line fitted to late delivery under a fixed surface concentration; it is not the mean travel time of an atom confined by a reflecting surface.

For the five-second anneal, Q/(c₀L) = 0.33. The interface has received about a third of the mobile oxygen that the film would hold if it were filled uniformly to c₀.

**How much new oxide this means**

Let the delivered oxygen form an interlayer containing n_ox oxygen atoms per volume. If all of it is used and the new layer adds no resistance, the added thickness is

d = Q/n_ox = 0.3348 × 2.0 nm × c₀/n_ox = 0.67 nm × c₀/n_ox.

The diffusivity has fixed the prefactor, but not c₀. For an illustrative ratio c₀/n_ox = 0.01, the growth is 0.0067 nm, far below an atomic spacing: it means scattered oxidized sites, not a layer. For a ratio of 0.1 it is 0.067 nm. Growing 0.1 nm would need a ratio of about 0.15. Oxygen can therefore arrive at nearly its full steady rate while the interlayer hardly changes.

The interface may also react slowly. Suppose it consumes oxygen at the rate κc_L per area, where c_L is the concentration beside it and κ has the units of a velocity. In the steady state the same flux crosses the film and enters the reaction:

J = D(c₀ − c_L)/L = κc_L.

The first equality gives c₀ − c_L = JL/D and the second gives c_L = J/κ. Adding them,

J = c₀/(L/D + 1/κ).

The film and the reaction act as resistances in series. The result for a fully absorbing interface requires κ ≫ D/L. In the opposite case the steady flux tends to κc₀, and neither the thickness nor the diffusivity of the film controls it. They still control how soon that state is reached, because the film must first fill with oxygen. An interface that consumes very little acts almost as a reflecting boundary, so the filling obeys the earlier equation for S with the two boundaries exchanged. The flux at time t is then the fraction P(τ) of κc₀, or 63% after five seconds.

The top surface can limit the supply in the same way. If the gas delivers oxygen at the rate h(c₀ − c) per area, with c the concentration just inside the surface and c₀ now its value in equilibrium with the gas, a further resistance 1/h joins the series. The fixed surface concentration assumed above requires h ≫ D/L, which is 0.2 nm/s here. For h = D/L and a fully absorbing interface, the flux after five seconds is 0.41 Dc₀/L and the delivered amount is 0.11 c₀L instead of 0.33 c₀L.

**How safe the estimate is**

The fractions P and J/(Dc₀/L) depend on D, t and L through τ alone. Doubling D has the same effect on them as doubling t, or as thinning the film by a factor √2. For the stated film and time, changing D gives:

- D × 0.1: τ = 0.05, arrived fraction 0.003, flux 3% of its steady value.
- D × 0.5: τ = 0.25, arrived fraction 0.31, flux 83%.
- D × 1: τ = 0.50, arrived fraction 0.63, flux 99%.
- D × 2: τ = 1.00, arrived fraction 0.89, flux above 99%.

Each percentage refers to the steady flux for that same D, which is itself proportional to D. Halving D nearly halves the arrived fraction, but this is no general proportionality: doubling D raises it by a factor of about 1.4, and a tenfold reduction lowers it about two hundredfold. That last factor is a continuum value: with hops of 0.25 nm the atom then makes only about six hops against the eight needed, the arrived fraction is 0.003 to 0.005 depending on the rule at the top site, and the factor is about 120 to 170.

An uncertainty of a factor two thus leaves crossing a substantial possibility, while a tenfold smaller D reverses the verdict. Temperature can produce such a change. If D = D₀ exp[−E/(k_BT)], with E the activation energy and T now the temperature, differentiating ln D gives δD/D ≈ (E/k_BT)(δT/T) for small changes. When E is many times k_BT, a small relative error in temperature is multiplied by that large ratio. A tenfold change needs the full exponential: for an illustrative E = 2 eV, D falls tenfold between 1200 K and about 1070 K. The same exponential decides whether heating and cooling may be neglected. For this E and a hold at 1200 K, linear ramps of 50 K/s up and down add 2.3 s of equivalent time, raising τ to 0.73 and the arrived fraction to 0.79; ramps of 200 K/s add 0.6 s and raise it to 0.68.

The arrived fractions and the median were tested against a numerical hopping model, and the flux, delivered amount and time lag against a separate finite-difference solution. These tests support the mathematics of the model; they do not measure D or c₀. The numerical output below gives the values with more digits.

One condition concerns the meaning of D itself. If it was obtained by following labelled oxygen atoms that exchange places with those of the oxide, the estimate says how far labels spread. Labels can cross while equal numbers of oxygen atoms move both ways, with no net supply to the interface. Interlayer growth also needs a drop in the chemical potential of oxygen across the film, and a diffusivity that describes the resulting net transport.

Numbers as computed

```
film thickness L: 2.0 nm
anneal time t: 5.0 s
diffusivity D: 4.0e-15 cm^2/s
diffusivity D, converted: 0.400 nm^2/s
tau = D t/L^2: 0.500 (dimensionless)
rms displacement sqrt(2 D t): 2.000 nm
length sqrt(D t): 1.414 nm
chosen hop length: 0.25 nm
hop rate in each direction: 6.40 1/s
mean number of hops in t: 64.0
mean arrival time L^2/(2D): 5.000 s
median arrival time: 3.787 s
first term of unarrived fraction: 0.37078
full unarrived fraction: 0.37078
arrived fraction at t: 0.6292
flux / steady flux at t: 0.9856
time lag L^2/(6D): 1.667 s
delivered amount / (c0 L) at t: 0.3348
new oxide thickness / (c0/n_ox): 0.6696 nm
new oxide for c0/n_ox = 0.01: 0.0067 nm
new oxide for c0/n_ox = 0.10: 0.0670 nm
c0/n_ox needed for 0.1 nm new oxide: 0.149
D times 0.1: tau 0.050, arrived 0.0031, flux/steady 0.0340
D times 0.5: tau 0.250, arrived 0.3146, flux/steady 0.8305
D times 1.0: tau 0.500, arrived 0.6292, flux/steady 0.9856
D times 2.0: tau 1.000, arrived 0.8920, flux/steady 0.9999
```
